# Transferring a Hartree-Fock core potential to PBE: excitation energies of calcium

## The problem

A core potential derived from Hartree-Fock (HF) theory contains the HF exchange between core and valence electrons. If the valence electrons are then treated with the gradient-corrected functional PBE, the two parts of the calculation follow different theories. The consequences are to be found for calcium, with two core sizes:

- a small core, 1s2s2p, which leaves ten valence electrons;
- a large core, 1s2s2p3s3p, which leaves two.

The transitions are 4s² → 4s4p and 4s² → 4s3d, both to high-spin configurations, the ionization 4s² → Ca⁺ 4s, and Ca⁺ 4s → Ca⁺ 3d.

(a) Estimate by scaling how the error depends on the core radius and the valence radius. (b) Derive an expression for the error, with bounds. (c) Evaluate it and compare it with the estimate.

The reference is all-electron PBE in the same Gaussian basis. The transfer error is the excitation energy with the core potential minus this reference. It measures the potential, not the accuracy of PBE. The atom is nonrelativistic, and each open shell is averaged over its magnetic quantum numbers, so that the density is spherical. Multiplet splittings beyond this average are left out.

The estimate needs mean radii. All-electron PBE gives, in angstrom, 0.673 for 3p, 2.136 for 4s, 2.637 for 4p, 1.681 for 3d in the neutral atom and 1.239 for 3d in the ion.

## A first estimate by scaling

Let the outermost core shell have radius $a_c$ and the valence orbital radius $a_v$. Atomic units are used in the algebra.

A core density of order $a_c^{-3}$ produces a local exchange potential of order $n_c^{1/3}\sim 1/a_c$. HF core exchange has the same scale, because it is a Coulomb interaction over the distance $a_c$. Assume that the two descriptions disagree by a fraction of order one of this scale whenever the valence electron is inside the core. If its charge is spread evenly over a sphere of radius $a_v$, it is inside with probability $(a_c/a_v)^3$. One valence electron then contributes an error of size

$$
\eta(a_v)\sim\frac{1}{a_c}\left(\frac{a_c}{a_v}\right)^3=\frac{a_c^2}{a_v^3}.
$$

Moving an electron from orbital $a$ to orbital $b$ changes the error by $\pm[\eta(b)-\eta(a)]$. Scaling does not fix the common sign; I take the plus sign provisionally.

One hartree times one bohr is 14.4 eV Å. For the large core, $a_c=0.673$ Å, and for the 4s orbital

$$
\eta(4s)\approx\frac{14.4\times0.673^2}{2.136^3}\ \text{eV}=0.67\ \text{eV}.
$$

The same formula gives 0.36 eV for 4p, 1.37 eV for 3d in the atom and 3.43 eV for 3d in the ion. The differences are

- 4s² → 4s4p: $0.36-0.67=-0.31$ eV;
- 4s² → 4s3d: $1.37-0.67=0.70$ eV;
- ionization: $0-0.67=-0.67$ eV;
- Ca⁺ 4s → 3d: $3.43-0.67=2.76$ eV.

The last line uses the 4s radius of the neutral atom for the ion as well.

For the small core take the radius of 2p, its highest-lying shell. An unscreened hydrogenic 2p function is proportional to $re^{-Zr/2}$, so

$$
\langle r\rangle=\frac{\int_0^\infty r^5e^{-Zr}\,dr}{\int_0^\infty r^4e^{-Zr}\,dr}
=\frac{5!/Z^6}{4!/Z^5}=\frac5Z .
$$

With $Z=20$ this is 0.25 bohr, or 0.132 Å. Screening makes it larger: all-electron PBE gives 0.174 Å. At fixed $a_v$ the estimate is proportional to $a_c^2$, so the small core should reduce the error by $(0.673/0.132)^2\approx26$. The four differences become $-0.01$, $0.03$, $-0.03$ and $0.11$ eV. With the screened radius the factor is $(0.673/0.174)^2\approx15$ and the differences are $-0.02$, $0.05$, $-0.04$ and $0.18$ eV. The table below uses the unscreened radius.

## The exact solution

### The potential within HF theory

Let $\gamma_\sigma$ be the one-particle density matrix for spin $\sigma$, $n$ the total density and $h$ the kinetic energy plus nuclear attraction. Define

$$
J[n,m]=\iint\frac{n(\mathbf r)m(\mathbf r')}{|\mathbf r-\mathbf r'|},\qquad
K[\gamma_\sigma,\beta_\sigma]=\iint\frac{\gamma_\sigma(\mathbf r,\mathbf r')\beta_\sigma(\mathbf r',\mathbf r)}{|\mathbf r-\mathbf r'|},
$$

with integration over both positions. The HF energy is

$$
E_{\rm HF}[\gamma]={\rm Tr}\,\gamma h+\tfrac12J[n,n]-\tfrac12\sum_\sigma K[\gamma_\sigma,\gamma_\sigma].
$$

Insert $\gamma=\gamma_c+\gamma_v$, with valence orbitals orthogonal to the core orbitals. Both $J$ and $K$ are bilinear and symmetric, so each square produces two equal cross terms, which cancel the factor $\tfrac12$:

$$
\tfrac12J[n,n]=\tfrac12J[n_c,n_c]+J[n_c,n_v]+\tfrac12J[n_v,n_v],
$$

and likewise for $K$. The cross terms are linear in $\gamma_v$. They can be written with the core Coulomb operator $J_c$ and the same-spin core exchange operator $K_c$:

$$
J[n_c,n_v]={\rm Tr}\,\gamma_vJ_c,\qquad
\sum_\sigma K[\gamma_{c\sigma},\gamma_{v\sigma}]={\rm Tr}\,\gamma_vK_c .
$$

The trace includes the sum over spin. The core is closed-shell, so $K_c$ is the same for both spins. Therefore

$$
E_{\rm HF}[\gamma]=E_{\rm HF}[\gamma_c]+{\rm Tr}\,\gamma_v(h+J_c-K_c)
+\tfrac12J[n_v,n_v]-\tfrac12\sum_\sigma K[\gamma_{v\sigma},\gamma_{v\sigma}].
$$

The operator $J_c-K_c$, together with the orthogonality condition, is the core potential. It is the hard-projector limit of a Huzinaga-Cantu model potential. Its valence orbitals keep their inner nodes.

The core orbitals are taken from the HF ground state 4s². For that state the true valence orbitals are among those admitted, so the potential reproduces the all-electron HF energy. For another state the core would relax if it could. Freezing it restricts the minimization and can only raise the total energy. In HF, an excitation energy measured from 4s² can therefore only rise. Between two other states, such as those of the ion, or with PBE, where the HF core is optimal for neither state, the change is a difference of two rises and may have either sign.

### The same potential with PBE

Keeping $J_c-K_c$ and using PBE among the valence electrons means minimizing

$$
P[\gamma_v]={\rm Tr}\,\gamma_v(h+J_c-K_c)+\tfrac12J[n_v,n_v]+E_{xc}[n_v].
$$

A consistent PBE calculation with the same frozen core uses the total density in $E_{xc}$. After subtraction of the constant PBE energy of the core density, it minimizes

$$
F[\gamma_v]={\rm Tr}\,\gamma_v(h+J_c)+\tfrac12J[n_v,n_v]+E_{xc}[n_c+n_v]-E_{xc}[n_c].
$$

The one-electron and Coulomb terms cancel in $F-P$. The term $-{\rm Tr}\,\gamma_vK_c$ in $P$ changes sign on subtraction:

$$
F-P=W,\qquad
W[\gamma_v]=E_{xc}[n_c+n_v]-E_{xc}[n_c]-E_{xc}[n_v]+{\rm Tr}\,\gamma_vK_c .
$$

The first three terms are the core-valence exchange-correlation energy according to PBE. The last term removes its HF counterpart, $-{\rm Tr}\,\gamma_vK_c$. Two limits show what $W$ measures:

- If $E_{xc}$ is replaced by HF exchange, the first three terms equal $-{\rm Tr}\,\gamma_vK_c$ by the bilinearity used above, and $W=0$.
- If core and valence orbitals occupy separate regions, a semilocal functional is additive. The exchange integrals also vanish, because they contain products of a core and a valence orbital at the same point. Again $W=0$.

The mismatch thus requires both overlap and a change of theory.

### Bounds and the complete error

Let $\gamma_P$ and $\gamma_F$ minimize $P$ and $F$ for the same spin and shell occupations. Since $\gamma_F$ is a trial matrix for $P$,

$$
\min P\le P[\gamma_F]=F[\gamma_F]-W[\gamma_F]=\min F-W[\gamma_F].
$$

Since $\gamma_P$ is a trial matrix for $F$,

$$
\min F\le F[\gamma_P]=P[\gamma_P]+W[\gamma_P]=\min P+W[\gamma_P].
$$

Together these give

$$
-W[\gamma_P]\le\min P-\min F\le-W[\gamma_F].
$$

For a transition $a\to b$, define the mismatch $M=(\min P-\min F)_b-(\min P-\min F)_a$. Its lower bound combines the lower bound for $b$ with the upper bound for $a$, and its upper bound the reverse:

$$
-W_b[\gamma_P]+W_a[\gamma_F]\le M\le-W_b[\gamma_F]+W_a[\gamma_P].
$$

The midpoint has a meaning of its own. Minimize $E_\lambda=F-\lambda W$, which is $F$ at $\lambda=0$ and $P$ at $\lambda=1$. The minimizing $\gamma_\lambda$ is stationary, so its own change does not contribute to first order, and $d(\min E_\lambda)/d\lambda=-W[\gamma_\lambda]$. Hence

$$
\min P-\min F=-\int_0^1W[\gamma_\lambda]\,d\lambda
\approx-\tfrac12\left(W[\gamma_F]+W[\gamma_P]\right).
$$

The last step is the trapezium rule. It is good when $W[\gamma_\lambda]$ is nearly linear in $\lambda$.

Adding and subtracting the frozen-core result splits the transfer error into two parts:

$$
\Delta E_P-\Delta E_{\rm AE}=
\underbrace{(\Delta E_F-\Delta E_{\rm AE})}_{\text{freezing}}
+\underbrace{(\Delta E_P-\Delta E_F)}_{M}.
$$

Here $\Delta$ is the difference between two states and AE means all-electron PBE. The split is an identity within this model. The constant subtracted in $F$ cancels in $\Delta E_F$.

### Values for calcium

The PBE excitation energies, in eV, are:

| Transition | All-electron | Small core | Large core |
|---|---:|---:|---:|
| 4s² → 4s4p | 1.845 | 1.866 | 1.597 |
| 4s² → 4s3d | 1.725 | 1.877 | 2.314 |
| 4s² → Ca⁺ 4s | 6.068 | 6.091 | 5.867 |
| Ca⁺ 4s → 3d | 1.302 | 1.507 | 2.401 |

For the transition in the ion, the split reads

$$
\text{small core: }-0.001+0.205=0.204\ \text{eV},
$$

$$
\text{large core: }0.131+0.968=1.099\ \text{eV},
$$

with freezing first and mismatch second. For 4s² → 4s3d the corresponding sums are $-0.001+0.152=0.151$ eV and $0.092+0.497=0.589$ eV. Mismatch is the larger part in all four transitions and for both cores.

The root-mean-square transfer error over the four transitions is 0.128 eV (0.0047 hartree) for the small core and 0.644 eV (0.024 hartree) for the large core. The ratio is 5.0. The large core also changes the order of the two neutral excitations by a wide margin: all-electron PBE places 4s3d 0.12 eV below 4s4p, whereas the large core places it 0.72 eV above. The small core places the two within about 0.01 eV of each other, with 4s3d above, so it does not preserve the order either.

An HF calculation with the same potentials serves as a control, since there $W=0$ and freezing alone remains. For the three transitions without a 4p electron, the small-core errors relative to all-electron HF are at most 0.0003 eV. The large-core errors are 0.087 eV for 4s² → 4s3d, 0.009 eV for ionization and 0.149 eV for the ion. The 4p state is omitted from the control because an averaged open 4p shell would retain a spurious interaction with itself. For a single d electron that interaction can simply be left out, as no other d shell is occupied.

The bounds differ in usefulness. For the transition in the ion, the large-core mismatch lies between 0.918 and 1.017 eV; the calculated value is 0.968 eV and the midpoint 0.967 eV. For the small core the interval is wide, from 0.039 to 0.372 eV, yet the midpoint agrees with the calculated 0.205 eV to about 0.0001 eV. For the other three transitions with the small core, the bounds do not even fix the sign. The midpoint is an approximation, not a bound; its largest deviation here is 0.005 eV, for 4s² → 4s3d with the large core.

Since $W$ is a sum of exchange and correlation parts, they can be compared at the frozen-core orbitals. For the transition in the ion, $-\Delta W$ is

$$
\text{large core: }0.446+0.532=0.978\ \text{eV},
$$

$$
\text{small core: }0.215-0.006=0.209\ \text{eV},
$$

with exchange first. The sums differ from $M$ because they take $W$ at $\lambda=0$ only, whereas $M$ contains its average over $\lambda$ from 0 to 1. With the large core, the missing core-valence correlation exceeds the exchange mismatch in the two s → d transitions (for 4s² → 4s3d the parts are 0.156 eV exchange and 0.403 eV correlation). In 4s² → 4s4p and in ionization it is the smaller part and has the opposite sign: 0.091 against −0.350 eV and 0.033 against −0.241 eV. The division depends on spin: for 4s² → 4s3d with the outer spins antiparallel the parts are about 0.48 eV exchange and 0.24 eV correlation, so the order found for the high-spin state is reversed. With the small core, the correlation between the 3s3p shell and the outer electron is inside the valence functional, and almost all the remaining mismatch is exchange.

## Comparison of the estimate with the solution

The estimate describes $M$, since it ignores relaxation of the core. In eV:

| Transition | Large: estimate | Large: $M$ | Small: estimate | Small: $M$ |
|---|---:|---:|---:|---:|
| 4s² → 4s4p | −0.31 | −0.25 | −0.01 | 0.02 |
| 4s² → 4s3d | 0.70 | 0.50 | 0.03 | 0.15 |
| 4s² → Ca⁺ 4s | −0.67 | −0.20 | −0.03 | 0.02 |
| Ca⁺ 4s → 3d | 2.76 | 0.97 | 0.11 | 0.21 |

For the large core, the provisional sign reproduces all four signs. In these four cases the excitation energy is too high when the electron moves towards the 3p shell and too low when it moves away. Radial motion is not the only cause, however. The two neutral excitations also turn one spin, and $W$ depends on the spin polarization of the valence density, which the estimate ignores. With the two outer spins antiparallel, $M$ is about −0.08 eV instead of −0.25 eV for 4s4p and about 0.66 eV instead of 0.5 eV for 4s3d. The signs remain, but about two thirds of the 4s4p mismatch comes from the spin flip. Ionization changes the polarization as well. The estimated magnitudes are too large by factors between about 1.3 and 3.3. The argument takes the disagreement between two exchange descriptions to be of order one, so it fixes a scale and not a prefactor. The shape of the orbitals does not explain the excess in the s → d transitions: the actual charges inside 0.673 Å are about 0.032 for 4s, 0.16 for 3d in the atom and 0.23 for 3d in the ion, against 0.031, 0.064 and 0.16 from $(a_c/a_v)^3$, and using them would make these two estimates larger still. For the s → d transitions part of the agreement is accidental: more than half of $-\Delta W$ there is correlation, which the estimate does not contain, and against the exchange parts alone, 0.156 and 0.446 eV, the estimates 0.70 and 2.76 eV are too large by about 4.5 and 6.2.

For the small core the estimate fails. No choice of the common sign gives all four signs, and the s → d mismatches are underestimated (with the screened 2p radius, by a factor of about 3 in the atom but only about 1.1 in the ion). Near the nucleus a d orbital behaves as $r^2$, so its charge inside a sufficiently small radius $a_c$ grows as $a_c^7$, not $a_c^3$. This limit fixes the power but not the prefactor, which depends on the shape of the whole orbital, so it does not by itself improve the estimate. At 0.132 Å the limit is not yet reached: the 3d charge there grows roughly as $a_c^5$. The cube law also misses the inner lobes of 4s and 4p, whose charges inside 0.132 Å are about 8 and 14 times $(a_c/a_v)^3$. The estimate further leaves out the 3s3p shell. These electrons now belong to the valence density, overlap the 2s2p core, and adjust when the outer electron moves. I conjecture that this adjustment carries much of the small-core mismatch in the two s → d transitions; the calculation does not isolate it.

## Nodeless pseudo-orbitals and the choice of potential

The published LANL2DZ potential also has a ten-electron core, but its valence functions are pseudo-orbitals without the inner nodes: 3s and 3p have none, and 4s keeps one of its three. In the same basis, its root-mean-square PBE error over the four transitions is 0.036 eV, smaller than the 0.128 eV of the node-keeping potential. In HF the order is reversed: for Ca⁺ 4s → 3d the LANL2DZ error is 0.025 eV, against 0.0003 eV. Fidelity in HF therefore does not rank these two potentials correctly for use with PBE.

A possible reason is that the inner lobes of the node-keeping 3s and 3p orbitals lie in the region of the missing core density. There $E_{xc}[n_v]$ is evaluated at a density far below the true total, and smoothing the orbitals reduces that contribution. This is a conjecture, because LANL2DZ also differs in how its potential was fitted, and part of its small error may be cancellation.

The mismatch itself has a definite remedy: minimize $F$ instead of $P$. The core density then enters $E_{xc}$, and $-K_c$ must be removed from the potential, since otherwise core-valence exchange would be counted twice. With this change the root-mean-square error falls to 0.001 eV for the small core and 0.080 eV for the large core. What remains is the cost of freezing HF core orbitals. For the large core, that cost is still 0.13 eV in the s → d transition of the ion, so adding the core density does not make the large core equivalent to the small one.

These figures belong to one atom, one functional and one basis. The third decimal is not converged with respect to the basis. In a denser and more diffuse Gaussian basis the excitation energies move by up to 0.009 eV (the large-core 4s² → 4s3d value becomes 2.305 eV), the exchange and correlation parts by up to 0.004 eV and the root-mean-square errors by about 0.001 eV. The mean 3d radius of the neutral atom grows from 1.681 to about 1.73 Å, which lowers the large-core estimate for 4s² → 4s3d from 0.70 to 0.60 eV. The small-core separation of 4s3d and 4s4p shrinks from 0.010 to 0.007 eV and keeps its sign. The identity for $W$ and its bounds carry over to other functionals of the density, provided that the minima exist and the same occupations are compared. The numerical check covers the bounds state by state, the HF reference energy, and the radial integrals against independent calculations.

## Table of computed values

```
Ca, Z = 20; radial Gaussians s,p,d: [19, 14, 9]
small core: 10 electrons; HF reference residual 1.7e-09 eV
large core: 18 electrons; HF reference residual 1.6e-10 eV
largest total-energy difference from PySCF: 6.5e-04 eV
Mean radii, all-electron PBE, angstrom:
3p 0.673  4s 2.136  4p 2.637  3d 1.681  3d in ion 1.239
PBE energies, eV: AE, small, large, LANL2DZ, FC-small, FC-large
 4s2->4s4p     1.8448    1.8660    1.5971    1.8433    1.8458    1.8470
 4s2->4s3d     1.7252    1.8765    2.3138    1.7671    1.7241    1.8173
 4s2->4s+      6.0675    6.0906    5.8665    6.0675    6.0673    6.0703
 4s+->3d+      1.3020    1.5065    2.4011    1.3599    1.3010    1.4330
PBE errors against AE, eV: small, large, LANL2DZ, FC-small, FC-large
 4s2->4s4p     0.0213   -0.2477   -0.0014    0.0011    0.0022
 4s2->4s3d     0.1513    0.5886    0.0419   -0.0011    0.0921
 4s2->4s+      0.0231   -0.2010    0.0000   -0.0002    0.0029
 4s+->3d+      0.2044    1.0991    0.0579   -0.0010    0.1310
RMS of these errors, eV:
               0.1281    0.6435    0.0357    0.0009    0.0801
RMS ratio large/small: 5.0
HF energies, eV: AE, small, large, LANL2DZ
 4s2->4s3d     2.1947    2.1948    2.2816    2.2101
 4s2->4s+      5.1171    5.1171    5.1263    5.1102
 4s+->3d+      1.9490    1.9493    2.0982    1.9742
HF errors against AE, eV: small, large, LANL2DZ
 4s2->4s3d     0.0002    0.0869    0.0154
 4s2->4s+      0.0000    0.0092   -0.0069
 4s+->3d+      0.0003    0.1492    0.0252
small core mismatch, eV: lower bound, actual, upper, midpoint
 4s2->4s4p    -0.1431    0.0202    0.1835    0.0202
 4s2->4s3d    -0.0144    0.1524    0.3192    0.1524
 4s2->4s+     -0.1397    0.0233    0.1863    0.0233
 4s+->3d+      0.0391    0.2054    0.3719    0.2055
large core mismatch, eV: lower bound, actual, upper, midpoint
 4s2->4s4p    -0.2870   -0.2499   -0.2127   -0.2499
 4s2->4s3d     0.3789    0.4965    0.6049    0.4919
 4s2->4s+     -0.2465   -0.2039   -0.1615   -0.2040
 4s+->3d+      0.9177    0.9681    1.0168    0.9672
small core, -change of W at frozen-core orbitals, eV: x, c, sum
 4s2->4s4p     0.0217   -0.0014    0.0203
 4s2->4s3d     0.1615   -0.0054    0.1561
 4s2->4s+      0.0269   -0.0038    0.0232
 4s+->3d+      0.2150   -0.0059    0.2091
large core, -change of W at frozen-core orbitals, eV: x, c, sum
 4s2->4s4p    -0.3498    0.0911   -0.2587
 4s2->4s3d     0.1556    0.4033    0.5589
 4s2->4s+     -0.2408    0.0333   -0.2075
 4s+->3d+      0.4457    0.5320    0.9777
```
